Saturated retained dose of a dilute implant under sputtering, part 2

A broad ion beam strikes a flat target. The ions stop below the surface, and the same beam sputters the surface away. The problem is to find how many implanted atoms per unit area the target finally holds.

The ion flux is J, in ions per area and time. The target has N host atoms per volume, and each incident ion removes on average Y of them. The depth x is measured inward from the surface as it is at that moment. An ion that enters stops between x and x + dx with probability f(x) dx, and its mean depth is ⟨x⟩. The probability of stopping deeper than x is S(x), with S(0) = 1 and ∫₀^∞ S(x) dx = ⟨x⟩. The concentration of implanted atoms is c, in atoms per volume, and its integral over depth is the retained dose M.

The simple model assumes a target that is uniform across the beam and a dilute implant that changes neither N, Y nor f. The implanted atoms take up no extra volume, and each keeps its place among the host atoms until the surface arrives. From part (a), the surface recedes at the speed v, and c obeys a balance equation:

v = J Y/N,

∂c/∂t = v ∂c/∂x + J f(x).

An atom that stops at depth x stays for the time x/v. The steady profile (b) and the saturated dose (c) are

c(x) = (N/Y) S(x),

M = N ⟨x⟩/Y.

This dose is called M₀ from here on. At the surface c(0) = N/Y, so the implant is dilute if Y ≫ 1. If only a fraction η of the ions enters and the rest are reflected, then, with Y still counted per incident ion,

M = η N ⟨x⟩/Y.

For a target that was clean at the start, part (e) gives the eroded depth z and the dose after an incident fluence Φ, in ions per area:

z = Y Φ/N,

M(Φ) = (N/Y) ∫₀^z S(x) dx.

In the thermal factor exp(−Q/kT) below, k is the Boltzmann constant and T the absolute temperature.

**(f) Copper ions of about 200 keV are implanted into gold. Take a mean depth of 40 nm, a yield of 20 and a current density of 10 µA/cm² of singly charged ions. Find the saturated dose, and compare the approach to it for four profiles with this mean depth.**

The mean depth and the yield are rough typical values, not computed ranges or measured yields. The host density follows from the mass density of gold, 19.3 g/cm³, divided by the molar mass, 196.97 g/mol, and multiplied by the Avogadro constant. This gives N = 59.01 nm⁻³. The current density divided by the elementary charge gives J = 0.624 nm⁻² s⁻¹. Then

v = 0.624 × 20/59.01 = 0.212 nm/s,

M₀ = 59.01 × 40/20 = 118 nm⁻² = 1.18 × 10¹⁶ cm⁻².

An implanted atom stays for 40/0.2115 = 189 s on average. The surface concentration is 59.01/20 = 2.95 nm⁻³, which is 5% of the host density, so the implant is reasonably dilute.

The four profiles are model shapes:

- an exponential, f = exp(−x/⟨x⟩)/⟨x⟩;
- a bounded hump, f proportional to x (L − x)² for 0 < x < L, with L = 100 nm;
- a Gaussian cut off at the surface, with its peak at 36.6 nm and a width parameter of 24.4 nm;
- two peaks, made of gamma distributions with means of 20 nm and 80 nm, weights of 2/3 and 1/3, and standard deviations of a quarter of their means.

All four have the mean 40 nm. The balance equation of part (a) was marched numerically from a clean target, in steps of 0.1 nm of eroded depth, until 1200 nm had been removed. The final dose was 118.0 nm⁻² for each of the four shapes.

The approach differs. When the mean depth has been eroded, the exponential has reached 63% of the limit, the two-peak profile 67%, the cut Gaussian 78% and the bounded hump 79%. The incident fluence needed for 95% of the limit is 3.5 × 10¹⁶ cm⁻² for the exponential and 2.5 × 10¹⁶ cm⁻² for the two peaks. It is 1.8 × 10¹⁶ cm⁻² for each of the other two.

The exponential can be followed by hand. Its survival function is S = exp(−x/⟨x⟩), so the fraction reached is

1 − exp(−z/⟨x⟩).

At z = ⟨x⟩ this is 1 − 1/e = 63%. It equals 95% when z = ⟨x⟩ ln 20, or three mean depths. Since the beam erodes one mean depth with a fluence equal to M₀, the fluence needed is 3.0 × 1.18 × 10¹⁶ cm⁻² = 3.5 × 10¹⁶ cm⁻².

The cut Gaussian shows the difference between peak and mean. If its peak depth of 36.6 nm were used in place of ⟨x⟩, the dose would come out 8.5% below M₀.

**(g) Let the implanted atoms take up room. Assume that every atom, host or implant, occupies the volume 1/N, and let Y count all atoms removed per ion, with implants as likely to leave as host atoms. Find the steady profile and bounds on the dose.**

The density of all atoms together is now fixed at N. Let g(x) be the number of atoms of both kinds that cross a plane at depth x toward the surface, per area and time. The slab between the surface and this plane contains N x atoms per area, and this number doesn't change. The slab gains g(x) from below, it gains the ions that stop inside it, J [1 − S(x)], and it loses J Y at the surface. Hence

g(x) + J [1 − S(x)] = J Y,

g(x) = J [Y − 1 + S(x)].

The material moves toward the surface with the speed u(x) = g(x)/N. This speed is no longer uniform. Far below the implant S = 0, and the undisturbed target approaches the surface at J(Y − 1)/N. At the surface itself the speed is J Y/N. The difference comes from the atoms inserted on the way.

For the implanted atoms, consider the region deeper than x. In a steady state the ions that stop there, J S(x) per area and time, must leave upward through the plane at x:

u(x) c(x) = J S(x).

Inserting u gives

c(x) = N S(x)/[Y − 1 + S(x)].

At the surface S = 1 and c(0) = N/Y, as before. For Y ≫ 1 the denominator tends to Y and the earlier profile returns.

The undisturbed target must move toward the surface, which requires Y > 1. For Y < 1 more atoms arrive than leave, the target grows, and this steady state doesn't exist. For Y > 1 the denominator lies between Y − 1 and Y, so that integration over x gives

N⟨x⟩/Y ≤ M ≤ N⟨x⟩/(Y − 1).

With Y counted in this way the dose can't lie below M₀, and it exceeds M₀ by at most the fraction 1/(Y − 1). For Y = 20 this bound is 5.3%.

The excess doesn't come from the added volume. It arises because Y now includes the implants, so that in the steady state only Y − 1 host atoms leave per ion. The added volume works the other way, since it brings more material to the surface. If Y counted host atoms only, Y + 1 atoms would leave per ion in the steady state. The profile would then be N S/(Y + S), and the dose would lie below M₀.

Within these bounds the shape of f matters. To first order in 1/Y,

1/(Y − 1 + S) ≈ (1/Y) [1 + (1 − S)/Y].

Multiply by N S and integrate, using ∫S dx = ⟨x⟩:

M ≈ (N⟨x⟩/Y) { 1 + (1/Y) [1 − (1/⟨x⟩) ∫₀^∞ S² dx] }.

If all ions stop at one depth, S equals 1 above that depth and 0 below it. Then S² = S and the correction vanishes. A spread of depths makes S² smaller than S in places, and the correction is positive.

For the bounded hump, write w = 1 − x/L. Integrating the normalised density from x to L gives S = w³(4 − 3w), and so

∫₀^L S² dx = L ∫₀¹ w⁶ (16 − 24w + 9w²) dw = L (16/7 − 3 + 1) = 2L/7.

The mean is ⟨x⟩ = 2L/5, so the ratio of the two is 5/7. The first-order correction is (1/20)(2/7) = 1.4%. Integrating the full profile numerically gives 1.5%, or 119.75 nm⁻².

An atom-by-atom count tests this. A column of 1 nm² cross-section received 200,000 ions one after another, with stopping depths drawn at random from the bounded hump. After each ion the top 20 atoms were removed. The count of retained atoms was averaged after the first 1000 ions, and its sampling error is about 0.1%. When each ion was inserted as an extra atom, the average was 119.8 nm⁻², in agreement with the swollen profile. When each ion marked an existing site without adding volume, the average was 118.1 nm⁻², in agreement with M₀.

**(h) Let later ions, or heat, stir the implanted atoms with a uniform diffusion coefficient D, without swelling. At the surface let an implanted atom be s times as likely to be removed as a host atom. Find the saturated dose.**

Diffusion adds the flux −D dc/dx in the direction of increasing x. Toward the surface, the total flux of implanted atoms is then

D dc/dx + v c.

In a steady state this flux, at any depth x, must carry away all ions that stop deeper than x:

D dc/dx + v c = J S(x).

At the surface it must also equal the rate of removal. If implants and host atoms were equally likely to leave, the removal rate would be v c(0). With the ratio s it is s v c(0). Since S(0) = 1,

s v c(0) = J,  c(0) = J/(s v) = N/(s Y).

Now integrate the balance over all depths. The diffusion term gives D [0 − c(0)], the drift term gives v M, and the right side gives J⟨x⟩:

−D c(0) + v M = J ⟨x⟩.

Solve for M and insert c(0):

M = J⟨x⟩/v + (D/v) J/(s v) = (N/Y) [⟨x⟩ + D/(s v)].

The mean depth has been replaced by a longer effective depth. The length D/v compares the stirring with the erosion: over a distance much longer than D/v, the drift toward the surface wins. The rest of the shape of f is still irrelevant, because the integral of S entered as before.

The role of s is instructive. If implants leave reluctantly (s < 1), they collect at the surface until their concentration is high enough for the losses to match the supply, and diffusion carries part of this excess inward. If they leave readily, the surface is depleted. In the limit s → ∞ the surface absorbs every implant that reaches it, c(0) tends to zero, and M returns to N⟨x⟩/Y for any uniform D. Diffusion then brings some atoms to the surface early and others late, and the balance above shows that the total present is unchanged. So the absence of diffusion is a sufficient condition for the simple result, but not a necessary one.

As D tends to zero, the term that contains s vanishes from M. In a real target s still changes the number of implants held in the outermost atomic layers. This contribution, which the continuous model leaves out, is small if the mean depth spans many layers and s isn't very small. The implant stays dilute at the surface if sY ≫ 1, which is stricter than Y ≫ 1 when s is small.

If D varies with depth, the diffusion term integrates by parts to −D(0) c(0) − ∫₀^∞ (dD/dx) c dx. For a D that falls with depth the last integral is negative, so that this term as a whole is less negative than −D(0) c(0), and M is smaller than the formula gives with the surface value D(0). Mixing is confined to the depth that the collisions reach. If it falls off steadily from the surface inward, a uniform D with the surface value therefore overestimates the dose.

**(i) For the copper implant of (f), estimate how far reflection, mixing and thermal diffusion move the dose. How does the model compare with the real case?**

Each effect is taken alone, with the yield and the mean depth held fixed, and each change is relative to M₀.

Reflection of 5% of the ions lowers the dose by 5%, to 112 nm⁻². This fraction is a rough assumption; for a lighter ion on a heavier target, as here, it may be nearer 10%, and the loss grows in proportion. The atom-by-atom column with this reflection gave the same value.

For mixing, a simple estimate takes D proportional to the ion flux and to the energy F that an ion deposits in collisions per unit depth, D = ξ F J. With the rough values F = 2500 eV/nm and ξ = 5 × 10⁻⁴ nm⁵/eV,

D/J = 5 × 10⁻⁴ × 2500 = 1.25 nm⁴,

D/v = (D/J)(N/Y) = 1.25 × 59.01/20 = 3.7 nm.

For s = 1 the dose rises by 3.69/40 = 9.2%. For s = 0.5 the rise is 18%, and for s = 2 it is 4.6%. A direct numerical solution of the steady diffusion equation for the bounded hump agrees with the formula to within 0.1% for these three values of s. It also shows no change of dose, to the 0.01% printed, for a practically absorbing surface with s = 10⁹. Because D is proportional to J here, the length D/v doesn't depend on the flux.

Thermal diffusion is different. Take D = D₀ exp(−Q/kT) with the rough values D₀ = 0.1 cm²/s and Q = 1.75 eV. At 300 K this gives D = 4 × 10⁻¹⁷ nm²/s and D/v = 2 × 10⁻¹⁶ nm, which is negligible. The target must be cooled to stay near this temperature, because a beam of 200 keV ions at 10 µA/cm² delivers 2 W/cm². A gold foil that lost this heat by radiation alone, from both faces and with an emissivity of 0.1, would settle above 1000 K. With an emissivity of 0.05 or less it would melt. For s = 1 the dose shifts by 10% when D/v is a tenth of the mean depth, that is, when

D = 0.1 × 40 × 0.2115 = 0.85 nm²/s.

The thermal coefficient reaches this value at roughly 700 K (675 K if the rough inputs are taken as exact). This D doesn't grow with the flux, so at a lower flux the surface recedes more slowly and the same shift occurs at a lower temperature.

The beam also creates vacancies and interstitial atoms, which can speed up diffusion well below that temperature. This radiation-enhanced diffusion isn't predicted here. The value 0.85 nm²/s is the threshold against which a measured or calculated coefficient should be judged, for this flux and for s = 1.

In a real implantation of this kind, a mean depth of some tens of nanometres and a yield in the tens are reasonable magnitudes, but neither input is known here to better than tens of percent. The dose is proportional to 1/Y, so a yield 20% higher would lower it by 17%. Of the effects sized here, mixing can be the largest when implants leave reluctantly (s < 1): with a uniform D and s between 2 and 0.5 it raises the dose by roughly 5 to 20%. This estimate inherits the uncertainty of ξ, and it lies on the high side, because real mixing dies out over the depth of the implant. A D that falls from the same surface value to zero over about 60 nm lowers each of these figures by about 6% of M₀, so that the rise is near 3% for s = 1 and turns into a slight decrease for s = 2. Swelling changes the dose by a few percent, upward if Y counts all removed atoms and downward if it counts host atoms only. Three further effects are left out: a yield that changes as copper accumulates, roughening of the surface, and channelling of ions along the crystal rows. Channelling by itself doesn't invalidate the simple formula if the stopping profile stays constant, because the deeper ions are then counted in ⟨x⟩. A profile that changes as the crystal is damaged does violate its assumptions. For this example the dose is best quoted as about 1.2 × 10¹⁶ cm⁻², with an uncertainty of some tens of percent. The numerical output below lists the values used.

Calculated quantities

```
INPUTS (rough, copper at about 200 keV into gold)
gold mass density: 19.3 g/cm3
gold molar mass: 196.97 g/mol
sputter yield: 20 atoms/ion
mean depth: 40.0 nm
beam current density: 10.0 uA/cm2
temperature: 300 K
RESULTS OF THE SIMPLE MODEL
atomic density: 59.01 nm^-3
ion flux: 0.6242 nm^-2 s^-1
recession speed: 0.2115 nm/s
mean residence time: 189.1 s
saturated dose: 118.02 nm^-2 = 1.180e+16 cm^-2
surface concentration: 2.950 nm^-3
surface concentration / host density: 5.0 %
SHAPE: marched dose (nm^-2); % of limit when mean depth is
eroded; incident fluence for 95 % of limit (cm^-2)
exponential: 118.015; 63.2; 3.535e+16
bounded hump: 118.015; 79.3; 1.761e+16
cut Gaussian: 118.015; 78.2; 1.833e+16
two peaks: 118.015; 66.6; 2.496e+16
cut Gaussian width parameter: 24.41 nm
cut Gaussian peak depth: 36.61 nm
dose error if peak depth is used: -8.5 %
ATOM-BY-ATOM COLUMN, bounded hump (nm^-2)
no swelling: 118.09
with swelling: 119.83, formula 119.75
with reflection: 112.11, formula 112.11
NEGLECTED EFFECTS, change of saturated dose
swelling, equal atomic volumes: +1.47 %
swelling, upper bound: +5.26 %
reflected fraction (rough input): 5.0 %
reflection: -5.0 %
damage energy (rough input): 2500 eV/nm
mixing efficiency (rough input): 5.0e-04 nm^5/eV
mixing coefficient per flux D/J: 1.250 nm^4
mixing length D/v: 3.69 nm
mixing, removal ratio 0.5: +18.4 %
mixing, removal ratio 1.0: +9.2 %
mixing, removal ratio 2.0: +4.6 %
mixing, absorbing surface: 0.00 % (size)
diffusion prefactor (rough input): 0.1 cm2/s
activation energy (rough input): 1.75 eV
thermal diffusion coefficient: 4.0e-17 nm2/s
thermal D/v: 1.9e-16 nm
D that shifts dose by 10 %: 0.846 nm2/s
temperature giving that thermal D: 675 K
```
